Thermal Grüneisen ratio at a three-dimensional displacive ferroelectric quantum critical point, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Definitions, theorem and free critical modes

**Definitions and conventions**

A continuous displacive ferroelectric transition occurs when the restoring force of a polar lattice vibration vanishes. If pressure p brings this transition to zero temperature, the end point p_c is a quantum critical point. Write T for temperature, V for volume and S for entropy. The volume expansivity is

α = (1/V)(∂V/∂T)_p.

Let s be the entropy per unit volume, referred to the fixed volume of the crystal at T = 0 and p = p_c. The heat capacity at constant pressure, per unit volume, is

c_p = T(∂s/∂T)_p.

The thermal Grüneisen ratio is here

Γ = α/c_p.

It has the unit of inverse pressure. Multiplication by the bulk modulus B gives a dimensionless number BΓ. In the derivation ħ = k_B = 1, so that frequencies and temperatures are energies. The numerical example uses kelvin, meV and GPa, because Hartree units are unnatural for energies of a tenth of a meV.

The soft transverse modes have frequencies

ω² = r + v²k², r = γ(p − p_c), γ ≠ 0.  (1)

Here k is the wavevector, v a velocity, r the squared gap and γ the rate at which pressure changes it. If pressure stiffens the mode, γ is positive. At r = 0 frequency is proportional to wavevector, so the dynamical exponent is z = 1.

In an ionic crystal a long-wave longitudinal polarisation creates a depolarising field. This keeps the longitudinal frequency finite at the transition. Two transverse polarisations remain for every direction of k, and n = 2 denotes their number.

**Assumptions**

The transition is continuous, and the crystal is insulating and free of disorder. The pressure is held at p_c while T tends to zero. Acoustic velocities stay finite, and the acoustic branches are not coupled to the soft modes; such coupling changes the amplitude, as shown after Proposition 2. The dipolar interaction is taken as electrostatic: mixing of the transverse modes with light is left out. This mixing sets a lower temperature, sized in Part II, below which the T⁻² law gives way to T⁻¹; the limit T → 0 below is meant within the electrostatic model. For the interacting problem the quartic energy and the gradient energy are taken as isotropic, apart from the suppression of longitudinal polarisation. The feedback of fluctuating strain on the quartic energy is left out and is sized in Part II. Cubic anisotropy and strain feedback can change the logarithm below, or make the transition first order, in which case the divergence is cut off.

**Theorem.** Under these assumptions, let Λ be the upper energy cutoff of the critical theory, g₀ > 0 its dimensionless quartic coupling at Λ, and L = ln(Λ/T). Then for T → 0 at p = p_c, to leading logarithmic order,

Γ = (5γ/8π²) D R(T) T⁻² [1 + O(L^(−1/2))],  (2)

R(T) = [1 + (17/20π²) g₀L]^(−25/51).  (3)

The amplitude in (2) is meant at leading logarithmic order: the next terms in the flows of r and of the coupling, left out here, would multiply it by a constant 1 + O(g₀), which can be absorbed in γ. D is the share of the soft modes in the T³ heat capacity of all lattice modes. For free soft modes alone, D = R = 1 and the bracket is 1.

The power can be understood before any calculation. By equation (1), r has the dimension of energy squared. At the critical point of the free theory the only energy left is T. A derivative with respect to r therefore costs a factor T⁻² compared with the undifferentiated entropy. The logarithm appears because three space dimensions and one imaginary-time dimension make four, the dimension in which a quartic coupling is marginal.

**Lemma 1 (expansion and entropy).** At the critical point

α = −γ(∂s/∂r)_T + α_reg,  (4)

where α_reg is the contribution from the pressure dependence of velocities.

*Proof.* The Gibbs function G(p,T) has dG = V dp − S dT. Equality of its mixed second derivatives gives (∂V/∂T)_p = −(∂S/∂p)_T. Division by the volume gives α = −(∂s/∂p)_T, up to a relative error equal to the small volume change from the reference state. Entropy depends on p through r and through velocities. The chain rule with dr/dp = γ gives (4). ∎

For modes with ω proportional to k, s is proportional to T³ times the inverse cube of a velocity. A smooth change of velocity with pressure hence gives α_reg ∝ T³. Its ratio to c_p is a constant and cannot compete with T⁻².

**Lemma 2 (critical expansion of free modes).** At r = 0,

(∂s/∂r)_T = −nT/(12v³), α = γnT/(12v³).  (5)

*Proof.* A set of independent oscillators has the free energy density

f = n ∫ d³k/(2π)³ [ω/2 + T ln(1 − e^(−ω/T))].

From ω² = r + v²k² follows ∂ω/∂r = 1/(2ω). The derivative of the bracket with respect to ω is ½ + n_B(ω), with n_B = 1/(e^(ω/T) − 1). Thus

∂f/∂r = n ∫ d³k/(2π)³ [½ + n_B(ω)]/(2ω).

The term with ½ does not depend on T and so does not enter the entropy. In the thermal term set r = 0, use d³k = 4πk²dk, and substitute x = vk/T:

(∂f/∂r)_th = n/(2π²) ∫₀^∞ k² dk n_B(vk)/(2vk)
= nT²/(4π²v³) ∫₀^∞ x dx/(e^x − 1).

Expanding 1/(e^x − 1) = Σ e^(−jx), with j = 1, 2, …, and integrating each term gives Σ 1/j² = π²/6. Therefore

(∂f/∂r)_th = nT²/(24v³).  (6)

Since s = −∂f/∂T, one more derivative and a change of sign give ∂s/∂r = −nT/(12v³). Equation (4) then gives α.

The interchange of the limit r → 0 with the integral needs a reason, because the modes become gapless. The derivative of n_B/(2ω) with respect to T is

1/[8T² sinh²(ω/2T)].

It increases monotonically as r falls to zero. At r = 0 it behaves at small k as 1/(2v²k²), which is integrable with the measure k²dk. Monotone convergence therefore justifies the limit. ∎

The entropy decreases when r grows, because stiffer oscillators are less excited. With γ > 0, pressure lowers the entropy and the crystal expands on heating. With γ < 0 the critical expansion is negative.

**Lemma 3 (heat capacity of free modes).** At r = 0,

c = 2π²nT³/(15v³).  (7)

*Proof.* The thermal energy density is

ε_th = n/(2π²) ∫₀^∞ k² dk vk n_B(vk)
= nT⁴/(2π²v³) ∫₀^∞ x³ dx/(e^x − 1).

The same series gives Σ 6/j⁴ = 6·π⁴/90 = π⁴/15 for the integral. Hence ε_th = π²nT⁴/(30v³). Its temperature derivative at fixed p, where r and v are fixed, is (7). ∎

**Proposition 1 (free ratio).** If the soft modes alone carry the heat, then

Γ = 5γ/(8π²T²).  (8)

*Proof.* Divide (5) by (7). The factors n and v³ cancel, and (1/12)·(15/2π²) = 15/(24π²) = 5/(8π²). ∎

The number 5/(8π²) is 0.06333. The cancellation survives if v depends on the direction of k. In both (6) and the thermal energy the radial integral gives T to a power times v⁻³ for each direction. The angular average of v⁻³ is then the same in numerator and denominator.

This was tested on a lattice band with unequal stiffness along the three axes, in dimensionless units:

ω² = r + 4[sin²(k_x/2) + 2 sin²(k_y/2) + ½ sin²(k_z/2)].

At T = 0.02, with the r-derivative of the entropy taken as a difference between zero gap and a gap of 0.02T, the amplitude was 0.9925 of the continuum value. Between T = 0.02 and T = 0.04 the ratio fell with the exponent 2.005. The finite gap used in the difference accounts for most of the missing 0.75 per cent, as the next lemma shows.

**Lemma 4 (a small gap).** Let y = √r/T and define the thermal fluctuation integral

h(y) = (1/2π²) ∫₀^∞ x² dx / {ε(e^ε − 1)}, ε = √(x² + y²).  (9)

Then h(0) = 1/12, and for small y

h(y) = 1/12 − y/(4π) + O(y² ln y).  (10)

*Proof.* At y = 0 the integral is π²/6, which gives 1/12. A small y matters mainly at small x, where 1/(e^ε − 1) ≈ 1/ε. The leading change is

(1/2π²) ∫₀^∞ x² dx [1/(x² + y²) − 1/x²]
= −(y²/2π²) ∫₀^∞ dx/(x² + y²)
= −(y²/2π²)·π/(2y) = −y/(4π).

The next term in the expansion of the Bose function, −1/(2ε), produces the stated remainder. ∎

For general r the thermal part of ∂f/∂r is nT²h(√r/T)/(2v³). With (10) it equals

(n/2v³)[T²/12 − T√r/(4π)].

Its temperature derivative at fixed r is (nT/12v³)[1 − 3y/(2π)]. The critical expansivity is thus reduced by the factor 1 − 3y/(2π). A finite difference of the entropy between 0 and r averages this factor over r. Because the average of √r′ over 0 < r′ < r is (2/3)√r, the averaged factor is 1 − y/π. For y = 0.02 it is 0.9936, close to the lattice result.

In the opposite limit T ≪ √r, set Δ = √r. The soft entropy is proportional to e^(−Δ/T), apart from slower factors. To leading order in T/Δ,

−∂s/∂r ≈ s/(2ΔT), c ≈ sΔ/T,

and the soft modes alone give Γ → γ/(2r) = 1/[2(p − p_c)]. The T⁻² law therefore no longer holds once T has fallen to about √r; the ratio still grows there, but more slowly. In a real crystal the soft modes freeze out on further cooling, and the acoustic modes determine the ratio.

**Proposition 2 (acoustic modes).** Let uncoupled acoustic branches have velocities v_a. With

D = (n/v³)/(n/v³ + Σ_a v_a⁻³),  (11)

the critical part of the total ratio is Γ = 5γD/(8π²T²).

*Proof.* Lemma 3 applied to each acoustic branch adds 2π²T³/(15v_a³) to the heat capacity. The r-derivative in (5) receives nothing from a branch that does not depend on r. The numerator of Γ is unchanged and the denominator is divided by D. ∎

Both heat capacities have the power T³, so acoustic modes dilute the amplitude and do not alter the exponent. If their frequencies obey d ln ω/dp = γ_G/B, their own expansion adds the constant (1 − D)γ_G/B.

Symmetry also allows the polarisation to couple to strain gradients. For one soft and one acoustic transverse branch the matrix of squared frequencies is

[ r + v²k², Fk² ; Fk², v_a²k² ],

with F² < v²v_a² for stability. At r = 0 its eigenvalues are λ_i k². First-order perturbation theory gives ∂ω_i²/∂r = w_i, where w_i is the squared soft component of eigenvector i. Repeating Lemma 2 with v replaced by √λ_i gives

∂s/∂r = −(T/12) Σ_i w_i λ_i^(−3/2).

The heat capacity contains Σ_i λ_i^(−3/2). The mixing changes the amplitude and leaves T⁻² intact.

**Remark (what is held constant).** Viewing entropy as a function of T and V gives

c_p − c_V = T(∂s/∂V)_T (∂V/∂T)_p = BTα².  (12)

The second equality uses (∂S/∂V)_T = (∂p/∂T)_V = αB. Ordinarily α ∝ T³ makes this difference negligible at low T. Here α ∝ T, so the difference is proportional to T³, like c_p itself, as long as B can be taken as constant. For strictly free modes it cannot: at fixed T > 0 their contribution to the compressibility grows as T/√r when r → 0. The thermal gap found in Part II removes this divergence at fixed T. A zero-point part proportional to ∫R² dL remains; it grows as L^(1/51) when T → 0, without bound but extremely slowly. The definition of Γ must therefore say which heat capacity is used; in the theorem it is c_p.

## Part II. Interactions, logarithms and a worked example

**Symbols and results taken over**

The soft modes obey ω² = r + v²k² with r = γ(p − p_c), and n = 2 transverse polarisations. The ratio is Γ = α/c_p, with α = −γ∂s/∂r for its critical part. Free modes at r = 0 give α = γT/(6v³), a soft heat capacity 4π²T³/(15v³), and Γ = 5γD/(8π²T²), where D is the soft share of the total T³ heat capacity. The function h(y) in (9) measures thermal fluctuations at the gap yT, with h(y) = 1/12 − y/(4π) + … . As before, ħ = k_B = 1.

**The interacting model**

Let φ be the three-component polar displacement, scaled so that its kinetic energy has the coefficient one half. Its action in imaginary time τ is

A = ∫dτ d³x {½(∂_τφ)² + ½v²(∇φ)² + ½rφ² + (u/4)(φ²)²},  (13)

with the condition k·φ(k) = 0. The scaling x = vx′, φ = v^(−3/2)φ′ removes v from the quadratic terms. The volume element brings v³ and the four fields bring v⁻⁶, so the quartic coefficient becomes

g = u/v³.

In the rest of the derivation v = 1. The part of r produced by zero-point fluctuations at the critical point is absorbed in p_c, so that r = 0 is the true critical point at T = 0.

**Lemma 5 (one-loop flow).** If modes with energies between Λ and Λe^(−L) are eliminated, then to one loop and first order in r

dg/dL = −(17/20π²)g², dr/dL = −(5/12π²)rg.  (14)

*Proof.* In a slowly varying background φ, the matrix of second derivatives of the potential is

M_ij = (r + gφ²)δ_ij + 2gφ_iφ_j.

A fluctuation with direction k̂ feels PMP, where P_ij = δ_ij − k̂_ik̂_j removes its longitudinal component. If λ is an eigenvalue in the transverse plane, the zero-point energy is

½√(k² + λ) = k/2 + λ/(4k) − λ²/(16k³) + … .

The first term is a constant. The φ-dependent part of the second shifts p_c, because it contains no product of r with φ². The third gives the logarithm. Since ∫d³k/(2π)³ = (1/2π²)∫k²dk times an angular average, a shell of logarithmic width dL changes the potential by

dU = −(dL/32π²) ⟨Tr(PMPM)⟩.  (15)

Multiplying out the projectors gives

Tr(PMPM) = Tr M² − 2k̂·M²k̂ + (k̂·Mk̂)².

The directional averages are ⟨k̂_ik̂_j⟩ = δ_ij/3 and

⟨k̂_ik̂_jk̂_lk̂_m⟩ = (δ_ijδ_lm + δ_ilδ_jm + δ_imδ_jl)/15.

Therefore

⟨Tr(PMPM)⟩ = (1 − 2/3 + 2/15)Tr M² + (1/15)(Tr M)²
= (7/15)Tr M² + (1/15)(Tr M)².

The eigenvalues of M are r + gφ² twice and r + 3gφ² once. Hence

Tr M² = 3r² + 10rgφ² + 11g²φ⁴,
(Tr M)² = 9r² + 30rgφ² + 25g²φ⁴.

Inserting these sums gives

⟨Tr(PMPM)⟩ = 2r² + (20/3)rgφ² + (34/5)g²φ⁴.  (16)

Compare dU with the change of ½rφ² + ¼gφ⁴. The φ² term gives ½dr = −(20/3)rg dL/(32π²). The φ⁴ term gives ¼dg = −(34/5)g² dL/(32π²). Multiplication by 2 and 4 gives (14). The gradient terms do not flow at this order, because the one-loop self-energy of a quartic interaction is independent of external momentum and frequency. ∎

The coefficients were tested by diagonalising PMP over directions and differentiating the zero-point energy numerically. The results were 2.0000, 6.6668 and 6.8001, against 2, 20/3 and 34/5. The r² term in (16) contains no φ. It adds a term of second order in r to the free energy, whose first r-derivative vanishes at the critical point.

This part has derived the T⁻² law for free critical modes, shown that uncoupled acoustic modes change only its amplitude, and obtained the one-loop flow of r and g. It remains to solve that flow for the logarithm, find the thermal gap, complete the proof of the theorem and work through a numerical example.
